# The Caroli transmission formula for a coherent two-terminal channel

Anyone who calculates the off-state leakage of a short transistor must decide whether to count only the electrons that pass over the source-to-drain barrier, or to compute the tunnelling through it as well. For the silicon nanowire treated below, the first choice is 5% too high at a gate length of 15 nm and too low by a factor of 2.2 at 8 nm. The decision rests on the transmission $T(E)$, which the theorem expresses through matrices of the size of the channel.

## Setting and assumptions

A finite channel $C$ lies between two semi-infinite periodic leads $L$ and $R$. The basis is orthonormal and the Hamiltonian $H$ is Hermitian and static. Electrons are independent, or move in a fixed mean field. Each lead couples to the channel through $V_\alpha=H_{C\alpha}$, $\alpha=L,R$, which involves only the lead cells next to the channel, and $H_{LR}=0$. If the leads touch directly, the touching cells are moved into $C$.

The real energy $E$ avoids lead band edges and bound states, both of the isolated leads and of the connected system. States vary as $e^{-iEt/\hbar}$, and $+i0$ selects outgoing waves. Define

$$g_\alpha=(E+i0-H_\alpha)^{-1},\qquad \Sigma_\alpha=V_\alpha g_\alpha V_\alpha^\dagger,\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),$$

$$G=(E-H_C-\Sigma_L-\Sigma_R)^{-1}.$$

Let $T_{nm}$ be the flux leaving in mode $n$ of $R$ divided by the flux arriving in mode $m$ of $L$, and let $T=\sum_{nm}T_{nm}$ over propagating modes.

**Theorem.** Under these assumptions

$$T(E)=\mathrm{Tr}[\Gamma_L G\,\Gamma_R G^\dagger].$$

## Three lemmas

**Lemma 1 (broadening).** $G$ is the channel block of the full retarded Green function, and $\Gamma_\alpha=2\pi V_\alpha\,\delta(E-H_\alpha)V_\alpha^\dagger\ge0$.

*Proof.* With $z=E+i0$, the channel column of $(z-H)\mathcal G=1$ reads

$$(z-H_C)\mathcal G_{CC}-\sum_\alpha V_\alpha \mathcal G_{\alpha C}=1,\qquad (z-H_\alpha)\mathcal G_{\alpha C}-V_\alpha^\dagger \mathcal G_{CC}=0.$$

The second equation gives $\mathcal G_{\alpha C}=g_\alpha V_\alpha^\dagger\mathcal G_{CC}$. Inserted in the first, it gives $\mathcal G_{CC}=G$. Since $1/(x+i0)-1/(x-i0)=-2\pi i\,\delta(x)$, we have $g_\alpha-g_\alpha^\dagger=-2\pi i\,\delta(E-H_\alpha)$. Multiplication by $i$, with $V_\alpha$ and $V_\alpha^\dagger$ on the two sides, gives the claim. ∎

**Lemma 2 (incident flux).** Let $\phi_{Em}$ be the states of the isolated left lead that contain one incoming mode $m$ and its reflection, normalised by $\langle\phi_{Em}|\phi_{E'm'}\rangle=\delta(E-E')\delta_{mm'}$. Each carries incoming flux $1/h$.

*Proof.* Number the cells $j=1,2,\dots$ away from the channel, with period $a$. A Bloch wave $u_n e^{ikja}$ with $u_n^\dagger u_n=1$ carries flux $|v_n|/a$, so $w_n=\sqrt{a/|v_n|}\,u_ne^{ikja}$ carries unit flux. Write

$$\phi_{Em}=N\Big(w_m^{\rm in}+\sum_n r_{nm}w_n^{\rm out}+\text{decaying waves}\Big).$$

The lead is closed, so flux conservation for every superposition of incoming modes makes $r$ unitary. The delta function in the overlap comes from the distant cells:

$$\sum_{j\ge1}e^{i(k-k')ja}=\frac{\pi}{a}\,\delta(k-k')+\text{terms without a delta function},$$

and $\delta(k-k')=\hbar|v|\,\delta(E-E')$. The incoming parts therefore contribute

$$\frac{a}{|v|}\,\frac{\pi}{a}\,\hbar|v|\,\delta(E-E')\delta_{mm'}=\pi\hbar\,\delta(E-E')\delta_{mm'}.$$

The outgoing parts contribute $\pi\hbar\,(r^\dagger r)_{mm'}\delta(E-E')$, which is the same. Waves of different $k$ at equal energy give no delta function. Waves that share both $k$ and $E$, as where two bands cross, can be chosen orthogonal and without a cross term in the flux. The terms without a delta function cancel in the sum, because eigenstates of a Hermitian $H_L$ with $E\ne E'$ are orthogonal. The total is $N^2\,2\pi\hbar\,\delta(E-E')\delta_{mm'}$, so $N^2=1/h$, and this is the incoming flux per unit energy. ∎

The velocity has cancelled: a fast mode has few states per unit energy and a slow mode has many.

**Lemma 3 (flow into the right lead).** When the channel is connected, the state that grows from $\phi_m$ has $\psi_C=GV_L\phi_m$, and probability enters $R$ at the rate $J_m=\psi_C^\dagger\Gamma_R\psi_C/\hbar$.

*Proof.* In the leads, $(E-H_\alpha)\psi_\alpha=V_\alpha^\dagger\psi_C$. The solutions with no additional incoming wave are

$$\psi_L=\phi_m+g_LV_L^\dagger\psi_C,\qquad \psi_R=g_RV_R^\dagger\psi_C.$$

The incident flux thus remains $1/h$. The channel equation $(E-H_C)\psi_C=V_L\psi_L+V_R\psi_R$ becomes $(E-H_C-\Sigma_L-\Sigma_R)\psi_C=V_L\phi_m$, which gives $\psi_C$.

From $i\hbar\,\partial_t\psi_R=H_R\psi_R+V_R^\dagger\psi_C$, the term in $H_R$ only moves probability within $R$. The flow across the contact is

$$J_m=\frac{1}{i\hbar}\big(\psi_R^\dagger V_R^\dagger\psi_C-\text{c.c.}\big)=\frac{2}{\hbar}\,\mathrm{Im}\,\psi_R^\dagger V_R^\dagger\psi_C=\frac2\hbar\,\mathrm{Im}\,\psi_C^\dagger\Sigma_R^\dagger\psi_C,$$

where $\psi_R^\dagger=\psi_C^\dagger V_Rg_R^\dagger$ was used. The imaginary part is the expectation value of $(\Sigma_R^\dagger-\Sigma_R)/2i=i\Gamma_R/2i=\Gamma_R/2$. ∎

## Proof of the theorem

In a stationary state the flux through $R$ is the same at every cell. Interference between outgoing modes of different $k$ would vary from cell to cell, so it carries no flux, and $J_m$ is the sum of the fluxes of the separate modes. Dividing by the incident flux $1/h$ and summing over $m$,

$$T=h\sum_mJ_m=2\pi\sum_m\phi_m^\dagger V_L^\dagger G^\dagger\Gamma_RGV_L\phi_m
=\mathrm{Tr}\Big[\Gamma_RG\Big(2\pi\sum_mV_L\phi_m\phi_m^\dagger V_L^\dagger\Big)G^\dagger\Big].$$

At the energies considered, $\delta(E-H_L)=\sum_m\phi_m\phi_m^\dagger$. By Lemma 1 the bracket is $\Gamma_L$, hence

$$T=\mathrm{Tr}[\Gamma_RG\,\Gamma_LG^\dagger].$$

This has $L$ and $R$ in the opposite order to the theorem. To exchange them, put $\Gamma=\Gamma_L+\Gamma_R$. The definition of $G$ gives

$$(G^\dagger)^{-1}-G^{-1}=\sum_\alpha(\Sigma_\alpha-\Sigma_\alpha^\dagger)=-i\Gamma.$$

Multiplying by $G^\dagger$ on the left and $G$ on the right, and then by $G$ on the left and $G^\dagger$ on the right,

$$G-G^\dagger=-iG^\dagger\Gamma G=-iG\,\Gamma G^\dagger .$$

So $\mathrm{Tr}[\Gamma_LG\,\Gamma G^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma G]$. The parts with $\Gamma_L$ twice are equal by cyclic permutation and drop out. What remains is

$$\mathrm{Tr}[\Gamma_LG\,\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=\mathrm{Tr}[\Gamma_RG\,\Gamma_LG^\dagger].\qquad∎$$

Time-reversal symmetry was not used, so the equality of the two directions survives a magnetic field.

**Corollary 1 (bounds).** The eigenvalues of $tt^\dagger$, with $t=\Gamma_R^{1/2}G\,\Gamma_L^{1/2}$, lie between 0 and 1, and their sum is $T$.

*Proof.* Let $W=(\Gamma_L^{1/2},\Gamma_R^{1/2})$, so that $WW^\dagger=\Gamma$, and let $S=-1+iW^\dagger GW$. Then

$$S^\dagger S=1+W^\dagger\big[-i(G-G^\dagger)+G^\dagger\Gamma G\big]W=1,$$

because $-i(G-G^\dagger)=-G^\dagger\Gamma G$. The square matrix $S$ is unitary and $it$ is one of its blocks, so $tt^\dagger\le1$. The trace of $tt^\dagger$ is $T$. ∎

These relations were tested on a junction with a random complex Hamiltonian, four channel orbitals and three orbitals per lead cell. At energy 0.3, in units of the lead hopping, two modes propagate on the left and three on the right. Matching Bloch waves gives $T=1.272110$ and so does the trace. The two largest eigenvalues are 0.778438 and 0.493672, which add up to this value, and the reflection sum 0.727890 completes the two incident modes.

**Corollary 2 (current).** If reservoirs fill the incoming states independently with Fermi functions $f_L$ and $f_R$, the electron current from $L$ to $R$, multiplied by $e>0$, is

$$I=\frac{g\,e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE,$$

where $g$ counts spin and equivalent valleys.

*Proof.* States arriving from $L$ carry $T/h$ per unit energy to the right, and those from $R$ carry $T/h$ to the left. Independent filling removes interference between the two sets. No factor $1-f$ appears, since each occupied scattering state already extends over both leads. ∎

This prefactor was tested in real time. One level at 0.3 was joined by couplings 0.6 and 0.5 to two chains of 400 sites with unit hopping, chemical potentials 0.4 and $-0.2$, and thermal energy 0.1. The mean current between times 100 and 300 after connection was 0.077748 (with $\hbar=e=1$), equal to the integral to the digits given.

## Two limiting cases and a limit of validity

**One level.** For a single orbital at $\varepsilon$, with $\Lambda=\mathrm{Re}(\Sigma_L+\Sigma_R)$,

$$T=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon-\Lambda)^2+(\Gamma_L+\Gamma_R)^2/4}.$$

At resonance $T=4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2$, which is 1 when $\Gamma_L=\Gamma_R$, however small they are. For a level well inside the band of two identical leads, joined to both by the same weak coupling, weakening that coupling further narrows the resonance without lowering its peak.

**One-mode chain.** On a grid of step $a$, the effective-mass equation has hopping $-t_0$ with $t_0=\hbar^2/2ma^2$, and site energy $2t_0+U_j$. In a lead with band edge $U_\alpha$, put $\epsilon=E-U_\alpha-2t_0$. Removing the end site leaves the same lead, so $g=1/(\epsilon-t_0^2g)$. The retarded root gives

$$\Sigma_\alpha=t_0^2g=\tfrac12\Big(\epsilon-i\sqrt{4t_0^2-\epsilon^2}\Big),\qquad \Gamma_\alpha=\sqrt{4t_0^2-\epsilon^2}.$$

With $\epsilon=-2t_0\cos ka$ this is $\Gamma_\alpha=2t_0\sin ka=\hbar v_\alpha/a$: for an outgoing wave of energy $E$, $\Gamma_\alpha/\hbar$ is the flux divided by the probability on the end site. The leads touch the end sites 1 and $N$ alone, so

$$T=\Gamma_L\Gamma_R|G_{1N}|^2 .$$

For one site of a uniform chain, $G=1/(\epsilon-2\Sigma)=1/(i\Gamma_L)$ with $\Gamma_L=\Gamma_R$, and $T=1$, as it must be where nothing scatters.

**Where the formula fails.** If phonons or interactions add a self-energy with broadening $\Gamma_s$, then $\Gamma$ in the identity for $G-G^\dagger$ includes $\Gamma_s$. A flux proportional to $\mathrm{Tr}[\Gamma_sG\,\Gamma_LG^\dagger]$ then leaves the coherent wave. The exchange of $L$ and $R$ in the proof then fails. The coherent transmission from $L$ to $R$ is still $\mathrm{Tr}[\Gamma_RG\,\Gamma_LG^\dagger]$, but without time-reversal symmetry it can differ from $\mathrm{Tr}[\Gamma_LG\,\Gamma_RG^\dagger]$, which belongs to the opposite direction. In either case, electrons that re-emerge after scattering are missing from the current.

## Example: leakage of a short silicon nanowire

The inputs are rough typical values. A [100] wire of 4 nm by 4 nm has four lowest valleys with transport mass $0.19\,m_e$, so $g=8$ with spin. The drain bias is 0.5 V and the temperature 300 K. Energies are measured from the source subband edge, and the source Fermi level is at 0.05 eV. With $s(x)=1/(1+e^{-x/\ell})$, $\ell=1.2$ nm and gate length $L_g$, the potential energy is

$$U(x)=\Phi\,[s(x+L_g/2)-s(x-L_g/2)]-(0.5\ \text{eV})\,s(x-L_g/2).$$

For each $L_g$ the height $\Phi$ is retuned, as a gate voltage would do, to hold the barrier top at 0.35 eV.

Take $L_g=8$ nm, $E=0.25$ eV and $a=0.1$ nm, for which $t_0=20.0525$ eV. Since $4t_0^2-(E-2t_0)^2=4t_0E-E^2$,

$$\Gamma_L=\sqrt{4(20.0525)(0.25)-0.25^2}=4.471\ \text{eV}.$$

On the drain side the kinetic energy is 0.75 eV, and the same expression gives $\Gamma_R=7.720$ eV. With $|G_{1N}|^2=8.115\times10^{-5}$ eV$^{-2}$,

$$T=4.471\times7.720\times8.115\times10^{-5}=2.80\times10^{-3}.$$

Direct integration of the continuum Schrödinger equation also gives $2.80\times10^{-3}$.

The current follows from Corollary 2. The classical value sets $T=0$ below the top and $T=1$ above it. It is the same in every row because the top is held fixed.

| $L_g$ (nm) | current (nA) | share below top | classical (nA) |
|---|---|---|---|
| 6 | 0.437 | 88% | 0.073 |
| 8 | 0.163 | 67% | 0.073 |
| 10 | 0.099 | 43% | 0.073 |
| 15 | 0.070 | 11% | 0.073 |

At 15 nm the classical value is close partly by cancellation. The part above the top is $0.89\times0.070=0.062$ nA, about 16% below the classical value, because $T<1$ just above a smooth barrier: at 15 nm, $T=0.32$ at the top itself, 0.83 at 0.01 eV above it and 0.999 at $k_BT=0.026$ eV above it. Tunnelling restores most of the loss. For this potential at 300 K, tunnelling carries most of the current at 8 nm and below, and the classical estimate fails. These figures depend on $\ell$ and on temperature. With $\ell=0.6$ nm the barrier is squarer: the share at 8 nm falls to 35% and the classical value lies within 2% of the full current. At 15 nm the ratio of full to classical current runs from 0.75 to 1.15 as $\ell$ goes from 0.6 to 2.0 nm. With $\ell=1.2$ nm the share at 8 nm is 54% at 358 K and 47% at 400 K.

## Comparison with real devices

Silicon transistors in production have gates of very roughly 15 nm, so the rows at 6 and 8 nm lie beyond them. The Fermi level implies a source density of $7\times10^{19}$ cm$^{-3}$ in the lowest subband alone, which suits a heavily doped contact. Of the assumptions sized here, the prescribed potential matters most. In a real device at fixed gate voltage the barrier top generally falls as the gate shortens, and a fall of $k_BT=0.026$ eV alone multiplies the classical current by about 2.7.

Other omissions, sized at 8 nm, are smaller. Using the mass at the nonparabolic subband edge, $0.217\,m_e$, lowers the current by 12%; using the nonparabolic dispersion under the barrier instead of a fixed mass gives a smaller reduction, 6% to 11% depending on the matching condition adopted. With parabolic subband spacings, the second subband adds 5% and the heavy valleys 0.6%; nonparabolicity narrows the spacings and raises both shares. A rough mobility of 200 cm$^2$/Vs corresponds to a mean free path $\lambda=8.4$ nm, from the diffusion constant $v_T\lambda/2$ of nondegenerate electrons, as in the barrier region, where $v_T$ is the mean thermal speed along the wire. This is comparable with the gate length, so full coherence is an approximation. To estimate the loss, let $F_+$ and $F_-$ be the flows towards drain and source. Backscattering gives $dF_+/dx=dF_-/dx=-(F_+-F_-)/\lambda$, so the net flow $J=F_+-F_-$ is constant. If nothing returns from beyond a length $d$, then $F_+(d)=J$ and $F_+(0)=J(1+d/\lambda)$, so a fraction $\lambda/(\lambda+d)$ of the entering flow survives. If only scattering within the 1.4 nm where the potential drops by $k_BT$ returns electrons to the source, this fraction is $8.4/(8.4+1.4)=0.86$ for the over-barrier flow. This is the optimistic end: counting the 1.4 nm on the source side of the top as well gives 0.75, and the whole gate length gives 0.51. Phonon-assisted tunnelling, roughness, single dopants and contact resistance are not sized.

The peak field, 1.9 MV/cm, is far above the rough bulk breakdown field of 0.3 MV/cm, but on the drain side the field exceeds that value over only about 7 nm. An electron falling from the barrier top to the drain edge gains 0.85 eV, less than the gap of about 1.12 eV, so it cannot create a pair. Only the rare electrons that pass at least 0.27 eV above the top have enough energy. By the same margin of 0.27 eV, the valence band under the gate stays below the drain conduction edge, and elastic band-to-band tunnelling has no energy window. At a drain bias of 0.7 V the margin would be 0.07 eV.

The operating temperature, an input rather than an omission, also has a large effect. At 358 K, with the barrier and Fermi level unchanged, the 8 nm leakage rises from 0.16 to 0.95 nA. The remaining values are in the numerical output below.

## Calculated quantities

```
MULTI-MODE JUNCTION (hopping units)
E=0.1: T matching 1.291838, trace 1.291838
E=0.3: T matching 1.272110, trace 1.272110
  modes L 2, R 3; R sum 0.727890
  two largest eigenvalues 0.778438, 0.493672
E=0.5: T matching 1.247562, trace 1.247562
CURRENT TEST (hopping units, hbar=e=1, one spin)
real-time 0.077748, transmission integral 0.077748
SILICON NANOWIRE, OFF STATE (rough typical inputs)
mass 0.19 m_e, width 4.0 nm, drain bias 0.5 V, T 300 K
barrier top 0.35 eV, source Fermi level 0.05 eV
potential decay length 1.2 nm, grid step 0.1 nm
kT 0.02585 eV, hopping 20.0525 eV
One energy: E 0.25 eV, gate 8 nm
  Gamma_L 4.4710 eV, Gamma_R 7.7198 eV
  |G_1N|^2 8.1147e-05 eV^-2, T 2.8008e-03
E (eV), T grid, T grid extrapolated, T continuum
  0.15 1.03221e-05 1.02869e-05 1.02869e-05
  0.25 2.80082e-03 2.79906e-03 2.79906e-03
  0.35 4.65568e-01 4.65632e-01 4.65632e-01
  0.45 9.98789e-01 9.98788e-01 9.98788e-01
gate nm, current nA, share below top %, classical nA
     6 0.4367 88.2 0.0731
     8 0.1634 67.2 0.0731
    10 0.0985 43.1 0.0731
    15 0.0697 11.4 0.0731
NEGLECTED EFFECTS, gate 8 nm
grid error of current 0.02 % (step halved)
confinement energy 0.1492 eV, nonparabolicity 0.5 /eV
nonparabolic mass 0.2165 m_e: current 0.1434 nA
second subband +0.0766 eV: adds 5.17 %
heavy valleys +0.0981 eV: add 0.57 %
at 358 K: current 0.9510 nA
mobility 200 cm2/Vs: mean free path 8.38 nm
kT length 1.37 nm: ballistic fraction 0.859
peak field 1.85 MV/cm
gap 1.12 eV minus full band drop: 0.27 eV
mobile electrons in transit 6.61e-05
source density 1.164 /nm = 7.28e+19 cm^-3
```
